# Why surface stress and surface energy generally differ in a solid

The surface energy $\gamma$ is the reversible work per unit area of making new surface. The surface stress $f_{ab}$ measures the work of stretching surface that already exists. In a simple liquid the two are equal. In a solid they are related by

$$f_{ab}=\gamma\,\delta_{ab}+\frac{\partial\gamma}{\partial\varepsilon_{ab}},\qquad(1)$$

where $\varepsilon_{ab}$ is the strain in the plane of the surface. The last term generally does not vanish. A crystal with positive surface energy can therefore have a surface stress that is larger than $\gamma$, zero, or negative.

Positive $f$ is called tensile: the surface tends to contract. Negative $f$ is compressive: the surface tends to spread. Both quantities have the unit N/m, which is the same as J/m², and this shared unit does not make them the same quantity.

## A crystal with surface energy and no surface stress

Take a face-centred cubic crystal at rest, without thermal motion, whose atoms interact in nearest-neighbour pairs. The pair energy $v(r)$ has its minimum $-D$ at the neighbour distance $r_1$. Cut the crystal along (111) planes into a slab of $N$ layers.

In such a layer the atoms form a triangular lattice, with area per atom $A=\tfrac{\sqrt3}{2}r_1^2$. Each atom has 6 neighbours in its own layer, 3 in the layer above and 3 in the layer below. Each bond is shared by two atoms, so the bulk has 3 bonds per atom within layers and 3 between layers, and its energy per atom is $-6D$.

Per surface cell, the slab has $3N$ bonds within layers but $3(N-1)$ between them. Its energy above that of $N$ bulk atoms is

$$-D\,[3N+3(N-1)]+6DN=3D .$$

Two faces share this excess, so

$$\gamma=\frac{3D}{2A}.$$

With $D=0.25$ eV and $r_1=0.400$ nm, $A=0.1386$ nm² and $\gamma=0.75/(2\times0.1386)=2.71$ eV/nm², or 0.434 N/m.

Now stretch the slab. Every remaining bond sits at the minimum of $v$, where $v'(r_1)=0$. A small strain changes the bond lengths in first order but the energy only in second order. No force is needed to begin the stretching, so

$$f=0,\qquad \gamma=0.434\ \text{N/m}.$$

Cutting costs energy because bonds disappear. Stretching costs work, to first order, only if the bonds that remain carry force. These are different questions about the crystal.

Equation (1) gives the same answer. Under equal strain $\varepsilon$ in both directions, the area becomes $A(1+\varepsilon)^2$ while the excess energy $3D$ is unchanged in first order. Hence $\gamma(\varepsilon)\approx\gamma(0)(1-2\varepsilon)$, and half its slope is $-0.434$ N/m, which cancels $\gamma$.

## The same face with a compressive surface stress

Let the pair energy reach second neighbours too, at $r_2=\sqrt2\,r_1$. Write $v_1,v_2$ for the energies and $v_1',v_2'$ for the slopes at the two distances. An atom has 12 near and 6 far neighbours, so the bulk energy per atom is $6v_1+3v_2$. Under a uniform change of scale, zero pressure requires

$$6r_1v_1'+3r_2v_2'=0\quad\Rightarrow\quad r_1v_1'=-\tfrac12 r_2v_2'.\qquad(2)$$

The far bonds are stretched and pull; the near bonds are compressed and push. By cubic symmetry, zero pressure here means that the whole bulk stress vanishes.

To find how a bond responds to in-plane strain, write its length as $r^2=(1+\varepsilon)^2\rho^2+z^2$, where $\rho$ is its in-plane and $z$ its vertical extent. Differentiating at $\varepsilon=0$ gives

$$\frac{dr}{d\varepsilon}=\frac{\rho^2}{r},\qquad \frac{dv}{d\varepsilon}=r v'\,\frac{\rho^2}{r^2}.$$

The layer distance is $d=\sqrt{2/3}\,r_1$. For a near bond between layers, $\rho^2/r_1^2=1-\tfrac23=\tfrac13$. All far bonds join adjacent layers, three upward and three downward from each atom; for them $\rho^2/r_2^2=1-\tfrac13=\tfrac23$.

Compared with $N$ bulk atoms, the slab lacks 3 near and 3 far bonds per cell. Sharing the excess between two faces gives

$$\gamma=-\frac{3(v_1+v_2)}{2A}.$$

The bulk contributes nothing to the first-order work of stretching. What remains is minus the contribution of the missing bonds:

$$\frac{dE}{d\varepsilon}=-\left[3\cdot\tfrac13 r_1v_1'+3\cdot\tfrac23 r_2v_2'\right]
=-\left[-\tfrac12+2\right]r_2v_2'=-\tfrac32 r_2v_2' .$$

Equal strain changes each face's area by $2A\varepsilon$, so for isotropic $f$ each face takes work $2Af\varepsilon$, and two faces take $4Af\varepsilon$. Therefore

$$f=-\frac{3\,r_2v_2'}{8A}.\qquad(3)$$

Since $v_2'>0$, the surface stress is compressive. The missing bonds would have pulled inward in the plane on balance; without them, the remaining bonds push outward.

Could the surface layers move and spoil this result? The vertical force between adjacent layers is proportional to

$$3v_1'\frac{d}{r_1}+3v_2'\frac{d}{r_2}
=\frac{3d}{r_1^2}\left(r_1v_1'+\tfrac12r_2v_2'\right)=0$$

by (2). No bond in this model reaches beyond the adjacent layer, and the threefold symmetry forbids a sideways force. The layers therefore stay where they are.

For numbers, take the Morse form, cut off after the second neighbours, $v=D(x^2-2x)$ with $x=e^{-\alpha(r-r_0)}$, $D=0.25$ eV, $\alpha=15$ nm⁻¹ and $r_0=0.400$ nm. Condition (2) gives $r_1=0.3964$ nm, $r_1v_1'=-0.1719$ eV and $r_2v_2'=0.3438$ eV. With $A=0.1361$ nm²,

$$f=-\frac{3\times0.3438}{8\times0.1361}=-0.947\ \text{eV/nm}^2=-0.152\ \text{N/m}.$$

The pair energies are $v_1=-0.249$ eV and $v_2=-0.043$ eV, so $\gamma=1.5\times0.292/0.1361=3.22$ eV/nm², or 0.516 N/m. The surface costs energy to make, yet it pushes outward. These numbers belong to the two-shell model. The discarded Morse tail is not negligible: at the third-neighbour distance $rv'$ is still about 0.07 eV, and each atom has 24 such neighbours. With the tail kept, the surface stress stays compressive but grows to about $-0.23$ N/m, $\gamma$ rises to about 0.59 N/m, and the top layer no longer stays in place but moves outward by about 0.4 % of the layer distance.

## The general relation and its proof

At a given temperature, let $\gamma A$ be the free energy of one face in excess of bulk material with the same in-plane strain and no normal stress. For the static crystals above, free energy is simply energy. Subtracting the strained bulk removes the ordinary elastic energy. The surface stress is defined by the work that remains:

$$d(\gamma A)=A\sum_{ab}f_{ab}\,d\varepsilon_{ab}.$$

The product rule gives $d(\gamma A)=\gamma\,dA+A\,d\gamma$. A small strain changes the area by $dA=A\sum_{ab}\delta_{ab}d\varepsilon_{ab}$, since shear leaves the area unchanged in first order. Also, $d\gamma=\sum_{ab}(\partial\gamma/\partial\varepsilon_{ab})d\varepsilon_{ab}$. Substituting these and dividing by $A$ gives

$$\sum_{ab}f_{ab}d\varepsilon_{ab}
=\sum_{ab}\left(\gamma\delta_{ab}+\frac{\partial\gamma}{\partial\varepsilon_{ab}}\right)d\varepsilon_{ab}.$$

This holds for every small symmetric strain, so the coefficients agree. That is (1), the Shuttleworth equation. Here $\gamma$ is taken per current area. If it were taken per original area, the term $\gamma\delta_{ab}$ would already be contained in the derivative.

On a face with threefold symmetry, $f_{ab}$ is isotropic. If it had two different principal values, a rotation by 120° would have to carry each principal axis into itself, which it does not. Setting $d\varepsilon_{ab}=\delta_{ab}d\varepsilon$ then gives $2f=2\gamma+d\gamma/d\varepsilon$, or

$$f=\gamma+\frac12\frac{d\gamma}{d\varepsilon}.\qquad(4)$$

For the second crystal the half slope is $-0.668$ N/m, and $0.516-0.668=-0.152$ N/m, in agreement with the bond forces.

A solid has $f=\gamma$ only where $d\gamma/d\varepsilon$ happens to vanish. The sign of $\gamma$ is restricted: if it were negative, splitting the crystal would release energy. The sign of $f$ is not restricted in this way, because the bulk resists the strain that a surface stress tries to produce.

## Why the derivative vanishes in a simple liquid

Stretch a one-component liquid slowly at fixed temperature, volume and amount. Atoms move from the interior to the surface, and the larger surface has the same structure as before. Thus $\gamma$ does not change, and the stretching work per added area is $\gamma$. The argument needs a flat interface, bulk regions thicker than the interface, and stretching slow enough for the atoms to rearrange.

A model interface shows the mechanical side. Let $c(z)$ run from 0 in the vapour to 1 in the liquid, in a box of area $A$ and length $L$, with

$$F=A\int\left[W(c)+\tfrac12\kappa c'^2\right]dz,\qquad W=w\,c^2(1-c)^2 .$$

With both phases present in a box much longer than the interface is wide, the minimum at fixed amount obeys $\kappa c''=dW/dc$. The multiplier that fixes the amount is zero, because the two minima of $W$ are equally deep. Multiplication by $c'$ and integration give $\tfrac12\kappa c'^2=W$; the constant is zero because both sides vanish far from the interface. Hence

$$\gamma=\int\left(W+\tfrac12\kappa c'^2\right)dz=\int\kappa c'^2dz
=\int_0^1\sqrt{2\kappa W}\,dc=\frac{\sqrt{2\kappa w}}6 .$$

Now change $A$ to $A(1+\eta)$ and $L$ to $L/(1+\eta)$, carrying the profile along. Volume and amount stay fixed. Lengths along $z$ shrink and gradients grow, so

$$F=A\left[\int W\,dz+(1+\eta)^2\int\tfrac12\kappa c'^2dz\right],\qquad
\left.\frac1A\frac{dF}{d\eta}\right|_{0}=\int\kappa c'^2dz=\gamma .$$

Letting the profile readjust changes $F$ only in second order, because it started at a minimum. The pull of the interface therefore equals its energy per area.

With $w=16$ eV/nm³ and $\kappa=0.50$ eV/nm, the formula gives $\sqrt{16}/6=0.667$ eV/nm², or 0.1068 N/m. A numerically minimized profile gives 0.1068 N/m for the excess energy, for the pull, and for the work found by stretching the box.

## A metal-like crystal with a tensile surface

In a metal, the strength of a bond depends on how many other bonds its atoms have. A simple nearest-neighbour model gives atom $i$ the energy

$$E_i=\sum_j B\,e^{-p(r_{ij}/r_1-1)}-\xi\sqrt{\sum_j e^{-2q(r_{ij}/r_1-1)}} .$$

The first term is repulsion. The second is bonding, which grows as the square root of the number of neighbours $Z$. Lengthen the bonds by small fractions $x_j$. The repulsion changes by $-Bp\sum_jx_j$. The sum under the root changes from $Z$ to $Z-2q\sum_jx_j$, so its root changes by $-q\sum_jx_j/\sqrt Z$. Together,

$$\delta E_i=\left(\frac{\xi q}{\sqrt Z}-Bp\right)\sum_jx_j .$$

In the bulk, $Z=12$ and the bracket must vanish, so $Bp=\xi q/\sqrt{12}$. A (111) surface atom has $Z=9$. Its bracket is $\xi q(\tfrac13-1/\sqrt{12})>0$: with fewer competitors, its remaining bonds pull.

First hold the layers at their bulk heights. Equal in-plane strain lengthens 6 bonds by the fraction $\varepsilon$ and 3 by $\varepsilon/3$, so $\sum_jx_j=7\varepsilon$. Deeper atoms have all 12 neighbours and contribute nothing in first order. Setting the work equal to $2Af\varepsilon$ gives

$$f=\frac{7\xi q}{2A}\left(\frac13-\frac1{\sqrt{12}}\right),\qquad
\gamma=\frac{\xi(\sqrt{12}-3)-3B}{A}.$$

The second formula is the energy $9B-3\xi$ of a surface atom minus the bulk value $12B-\sqrt{12}\,\xi$, per area.

Choose $r_1=0.40$ nm, a cohesive energy of 1.8 eV, $p=9$ and $q=2.7$. Then $\xi=0.7423$ eV, $B=0.0643$ eV and $A=0.1386$ nm². The formulas give $f=0.362$ N/m and $\gamma=0.175$ N/m.

The same extra pull draws the top layer inward. When all layers are free to move, the first gap shrinks by 2.55 %, and

$$\gamma=0.173\ \text{N/m},\qquad f=0.254\ \text{N/m},\qquad f/\gamma=1.47 .$$

The half slope of $\gamma$ is $+0.082$ N/m, which accounts for the difference through (4). Relaxation lowers $f$ by 30 % of its frozen value but $\gamma$ by only about 1.5 %. To see why they can respond so differently, let a layer shift $u$ under an unbalanced force $G$ against stiffness $k$, with energy $-Gu+\tfrac12ku^2+Cu\varepsilon$. At $\varepsilon=0$ the shift is $u=G/k$. It lowers the energy by $G^2/2k$, second order in $G$, but changes the strain derivative by $CG/k$, first order in $G$.

## What the difference does to a thin film

Consider a free-standing film of thickness $h$ with two equal faces. Let $M$ be its biaxial modulus, so that equal in-plane strain produces bulk stress $\sigma=M\varepsilon$ and energy density $M\varepsilon^2$. To leading order in $1/h$, the energy per original area is

$$U=hM\varepsilon^2+4f\varepsilon+\text{constant}.$$

Setting $dU/d\varepsilon=2hM\varepsilon+4f=0$ gives

$$\varepsilon=-\frac{2f}{hM},\qquad \sigma=-\frac{2f}{h}.$$

The second result is a force balance: the pull $2f$ of the faces is met by compression $\sigma h$ inside.

For 30 layers of the metal model, $h=9.80$ nm and $M=28.2$ GPa. Then

$$\sigma=-\frac{2\times0.2541\ \text{N/m}}{9.798\ \text{nm}}=-51.9\ \text{MPa},\qquad \varepsilon=-0.184\ \% .$$

Putting $\gamma$ in place of $f$ would give $-35.2$ MPa and $-0.125$ %, about a third too small in size. When the atomistic film chooses its own width, its strain is $-0.182$ %. The leading-order law thus overstates the contraction by about 1 %. The surface stresses inferred from films of 30, 60 and 120 layers are 0.2512, 0.2527 and 0.2534 N/m. Their distance from 0.2541 N/m roughly halves with each doubling of thickness, as expected for a correction proportional to $1/h$.

For the compressive pair-bonded crystal, a 30-layer film expands by 0.0285 %. Using its positive $\gamma$ in the film law would predict contraction, so the error would be one of sign.

The same distinction applies to a small sphere with isotropic surface stress. A uniform strain $\varepsilon$ requires surface work $2f\varepsilon\cdot4\pi R^2$, while an excess internal pressure $P$ supplies $P\cdot4\pi R^3\varepsilon$. Balance gives $P=2f/R$. For a liquid drop, $f=\gamma$ and this becomes the Laplace pressure $2\gamma/R$.

## How far the metal numbers can be trusted

The spacing, cohesive energy and computed bulk modulus of 17.2 GPa lie in the rough regime of calcium. The surface energy does not fit as well: for real calcium it is roughly 0.5 N/m, so the model value is far too low. The film strain also depends on the shear stiffness, through $M$, and a matching bulk modulus does not ensure that $M$ matches. The numbers illustrate the mechanism and are not predictions for calcium. The model omits longer-ranged bonding and any explicit treatment of the surface electrons.

Thermal vibration at fixed spacing is estimated to be a smaller correction within the model. Treating each atom as a classical oscillator among fixed neighbours, at fixed bulk spacing, changes $\gamma$ by about $-0.010$ N/m and $f$ by about $-0.026$ N/m at 300 K. These are 6 % and 10 % of the static values, and $f$ remains larger than $\gamma$. The estimate leaves out thermal expansion and the coupled motion of neighbouring atoms, so it is a rough guide to the vibrational part and not the full effect of temperature.

Real calcium films oxidize readily and usually rest on a substrate. An oxide changes the surface stress of the faces; for this thickness, each change of 0.1 N/m in their mean moves the interior stress by $2\times0.1/9.80$ GPa, or about 20 MPa. A rigid substrate changes the mechanics more strongly. If it holds the film at its stress-free bulk spacing, the film cannot contract, and the surface-induced interior stress is zero instead of $-52$ MPa. The surface and interface stresses then act on the substrate. The law $\sigma=-2f/h$ is therefore a rule for free, elastic films with equal faces, thick enough for the $1/h$ correction to be small.

## Computed values

```
Conversion: 1 eV/nm^2 = 0.160218 N/m
LIQUID MODEL
Well coefficient: 16.0 eV/nm^3
Gradient coefficient: 0.50 eV/nm
Energy from integral: 0.10681 N/m
Energy from profile: 0.10679 N/m
Mechanical pull: 0.10683 N/m
Work of stretching: 0.10683 N/m
PAIR-BONDED CRYSTALS, (111)
Well depth: 0.25 eV; decay: 15.0 1/nm
Pair minimum: 0.400 nm
One shell: gamma = 0.4336 N/m
One shell: |f| = 9.2e-15 N/m
One shell: half slope = -0.4336 N/m
Two shells: spacing = 0.39644 nm
Two shells: r1*slope1 = -0.17190 eV
Two shells: r2*slope2 = 0.34380 eV
Two shells: gamma = 0.5158 N/m
Two shells: half slope = -0.6676 N/m
Two shells: f = -0.1518 N/m
Two shells, 30 layers: strain = 0.0285 %
METAL MODEL, (111)
Spacing: 0.40 nm; cohesion: 1.80 eV
p = 9.0; q = 2.7 (dimensionless)
xi = 0.74231 eV; repulsion B = 0.06429 eV
Cell area: 0.13856 nm^2; layer gap: 0.32660 nm
Bulk modulus: 17.21 GPa
Frozen gamma: 0.1753 N/m
Frozen f: 0.3622 N/m
Relaxed gamma: 1.0773 eV/nm^2 = 0.1726 N/m
Relaxed half slope: 0.0815 N/m
Relaxed f: 1.5861 eV/nm^2 = 0.2541 N/m
Relaxed f/gamma: 1.472
First gap change: -2.55 %
FREE METAL FILM, 30 LAYERS
Thickness: 9.798 nm
Biaxial modulus: 28.16 GPa
Strain, full relaxation: -0.1821 %
Strain from f: -0.1842 %
Strain if gamma used: -0.1251 %
Interior stress from f: -51.87 MPa
Stress if gamma used: -35.23 MPa
f inferred from 30 layers: 0.2512 N/m
f inferred from 60 layers: 0.2527 N/m
f inferred from 120 layers: 0.2534 N/m
f extrapolated to thick film: 0.2541 N/m
NEGLECTED VIBRATIONS, 300 K ESTIMATE
Change of gamma: -0.0103 N/m
Change of f: -0.0261 N/m
```
